\section*{Why a Pure Oxide-Ion Conductor Blocks Oxygen at Open Circuit}

\section{The result}

A gas-tight slab that conducts oxide ions but no electrons carries no steady oxygen flux at open circuit, however mobile its ions are and however different the oxygen pressures on its two sides. The pressure difference appears as a voltage instead. Steady permeation needs a path for electrons as well as one for ions, and if one path is much poorer than the other, it limits the flux through the slab.

The statement assumes that oxygen crosses the slab only as O$^{2-}$, that no other ion is mobile, and that no current is drawn outside. The formulas below for the voltage and for a nonzero flux also assume a uniform temperature.

\section{A counter-example in numbers}

Consider a slab of thickness $L=100\ \mu$m at $T=1073$ K with ionic conductivity $\sigma_i=0.04$ S/cm and, for now, electronic conductivity $\sigma_e=0$. The oxygen pressure is $p_1=0.21$ atm at the face $x=0$ and $p_2=0.001$ atm at $x=L$. Each face carries a porous metal electrode, and the two electrodes are not connected. Pressures inside logarithms and powers are divided by 1 atm.

A tempting estimate lets the difference in oxygen chemical potential drive the mobile ions directly:
\begin{equation}
J_{\rm est}=\frac{\sigma_i RT}{16F^2L}\ln\frac{p_1}{p_2}.
\label{naive}
\end{equation}
Here $J$ is the flux of O$_2$ towards the low-pressure side, $R$ the gas constant and $F$ the Faraday constant. For this slab the estimate is $1.28\times10^{-6}$ mol/(cm$^2$\,s). The true steady flux is zero.

\subsection{Why the flux vanishes}

An ion responds to its electrochemical potential $\eta_O=\mu_O-2F\phi$, where $\mu_O$ is the chemical potential of the ion and $\phi$ the electric potential. In linear response the molar ion flux is $-(\sigma_i/4F^2)\,d\eta_O/dx$. Each mole of ions carries the charge $-2F$, so the ionic current density is
\begin{equation}
i_O=\frac{\sigma_i}{2F}\frac{d\eta_O}{dx}.
\label{ion}
\end{equation}
As a check of sign and factor, a uniform $\mu_O$ gives $i_O=-\sigma_i\,d\phi/dx$, which is Ohm's law.

In a steady state charge accumulates nowhere, so the total current is the same in every plane. At open circuit it is zero. Ions are the only carriers here, hence $i_O=0$. One O$_2$ molecule becomes two ions with total charge $-4e$, so
\begin{equation}
J=-\frac{i_O}{4F}=0.
\label{flux}
\end{equation}
Equation \eqref{ion} then says that $\eta_O$ is flat. The ions still hop, but equally often in both directions.

\subsection{Where the pressure difference goes}

At each electrode the reaction $\tfrac12{\rm O_2}+2e^-\rightleftharpoons{\rm O^{2-}}$ is in equilibrium:
\begin{equation}
\tfrac12\mu+2\eta_e=\eta_O,
\label{eq}
\end{equation}
where $\mu=\mu^0+RT\ln p$ belongs to O$_2$ and $\eta_e=\mu_e-F\phi$ to the electrons. Subtract the relation at face 2 from that at face 1. Since $\eta_O$ is the same at both,
\begin{equation}
\tfrac12(\mu_1-\mu_2)+2(\eta_{e1}-\eta_{e2})=0 .
\end{equation}
The electrodes are of the same metal, so $\mu_e$ cancels and $\eta_{e2}-\eta_{e1}=F(\phi_1-\phi_2)$. The voltage $V=\phi_1-\phi_2$ is therefore
\begin{equation}
V=\frac{\mu_1-\mu_2}{4F}=\frac{RT}{4F}\ln\frac{p_1}{p_2}\equiv E_N .
\label{nernst}
\end{equation}
With $RT/F=0.09246$ V,
\begin{equation}
E_N=\frac{0.09246\ {\rm V}}{4}\ln 210=0.1236\ {\rm V},
\end{equation}
and the high-pressure electrode is positive.

This voltage need not come with a field inside the slab. If doping fixes a uniform vacancy concentration, $\mu_O$ is uniform. A flat $\eta_O$ then means a flat $\phi$, and the voltage arises from the different potential steps at the two electrodes. The gas pressures set these steps; they do not by themselves push on an ion in the interior.

\subsection{What happens at the start}

Zero steady flux does not mean that nothing ever reacts. Let both electrodes first be in equilibrium with $p_2$, and then switch the gas at electrode 1 to $p_1$. Let $v$ be the potential of that electrode relative to the adjacent electrolyte, apart from a constant. A simple mass-action rate for the reduction current density is
\begin{equation}
r=k\left(p\,e^{-2Fv/RT}-e^{2Fv/RT}\right),\qquad C\frac{dv}{dt}=r ,
\label{kin}
\end{equation}
with rate constant $k$ and a constant double-layer capacitance $C$ per area. Reduction takes electrons from the metal, so $v$ rises. This slows reduction and speeds up the reverse reaction. The net rate vanishes when $e^{4Fv/RT}=p$, that is, at $v=(RT/4F)\ln p$. The total change of $v$ is $E_N$, and the oxygen taken up per area is
\begin{equation}
n_{\rm start}=\frac{CE_N}{4F}.
\end{equation}
For $C=20\ \mu$F/cm$^2$ the charge is $20\times0.1236=2.47\ \mu$C/cm$^2$, or $6.4\times10^{-12}$ mol of O$_2$ per cm$^2$. Equation \eqref{kin} was integrated in time for $k=0.1$ and $1$ A/cm$^2$. Both runs ended at the Nernst voltage with the same charge, $2.472\ \mu$C/cm$^2$. Faster kinetics bring the reaction to rest sooner; they do not keep it going.

\subsection{The same slab with a wire}

Now connect the electrodes through a load of area resistance $r_{\rm load}$, and let the electrode reactions be fast enough for \eqref{eq} to hold. At a general voltage $V$ we have $\eta_{e1}-\eta_{e2}=-FV$, so \eqref{eq} gives
\begin{align}
\eta_{O1}-\eta_{O2}
&=\tfrac12(\mu_1-\mu_2)+2(\eta_{e1}-\eta_{e2})\nonumber\\
&=2FE_N-2FV .
\end{align}
The ionic current is uniform, so for constant $\sigma_i$ the gradient in \eqref{ion} is $(\eta_{O2}-\eta_{O1})/L$. Hence
\begin{equation}
i_O=-\frac{\sigma_i}{L}(E_N-V)=-\frac{E_N-V}{r_i},\qquad r_i=\frac{L}{\sigma_i}.
\end{equation}
The minus sign means that negative ions move towards $p_2$. The same current magnitude passes the load, $V=|i_O|\,r_{\rm load}$. Solving for the current,
\begin{equation}
|i_O|=\frac{E_N}{r_i+r_{\rm load}},\qquad
J=\frac{E_N}{4F(r_i+r_{\rm load})}.
\label{wire}
\end{equation}
For a perfect wire, $r_{\rm load}=0$, this is the estimate \eqref{naive}. That formula describes a different experiment, in which the electrons have a free path.

Here $r_i=0.01/0.04=0.25\ \Omega\,$cm$^2$ and the wired current is $0.1236/0.25=0.494$ A/cm$^2$. Integrating the kinetics \eqref{kin} at both electrodes with $k=10^4$ A/cm$^2$ and the loop closed gave the same current to within 0.1\%. A load of $1\ \Omega\,$cm$^2$ reduces the flux to $2.56\times10^{-7}$ mol/(cm$^2$\,s), and an infinite load brings it to zero. Slab, ions and gases are unchanged throughout; the electron path alone differs.

\section{The general statement and its proof}

\textbf{Statement.} Let a gas-tight slab at open circuit be in a steady state, with O$^{2-}$ and electronic carriers as its only mobile species.
(a) If the electronic current vanishes in some plane across the whole slab, the oxygen flux is zero.
(b) If ions and electrons obey separate linear laws, are in local equilibrium with oxygen (at each face, with the gas outside it), and have conductivities that depend on position only through $p$, then
\begin{equation}
J=\frac{RT}{16F^2L}\int_{p_2}^{p_1}\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e}\,d\ln p .
\label{wagner}
\end{equation}

\textbf{Proof of (a).} Open circuit requires $i_O+i_e=0$ in every plane. Where $i_e=0$, also $i_O=0$, so no oxygen crosses that plane. In a steady state the flux is the same in all planes, so it is zero throughout. No transport law was used, so the conclusion does not depend on linear response. One dense layer with $\sigma_e=0$ is enough to stop permeation through an otherwise mixed conductor. A real layer only reduces it, and less so the thinner it is. On the mixed conductor treated below, a layer of the weakly leaking electrolyte treated below passes 0.4\% of the original flux at a thickness of $1\ \mu$m and about 30\% at 10 nm.

\textbf{Proof of (b).} The molar electron flux is $-(\sigma_e/F^2)\,d\eta_e/dx$ and the charge per mole is $-F$, so
\begin{equation}
i_e=\frac{\sigma_e}{F}\frac{d\eta_e}{dx}.
\label{el}
\end{equation}
Holes in equilibrium with the electrons are included in $\sigma_e$. Local equilibrium means that \eqref{eq} holds at each $x$. Inserting it in \eqref{ion},
\begin{equation}
i_O=\frac{\sigma_i}{2F}\left(\frac12\frac{d\mu}{dx}+2\frac{d\eta_e}{dx}\right)
=\sigma_i\left(\frac{1}{4F}\frac{d\mu}{dx}+\frac1F\frac{d\eta_e}{dx}\right).
\end{equation}
Setting $i_O+i_e=0$ and collecting the terms in $d\eta_e/dx$ gives
\begin{equation}
\frac1F\frac{d\eta_e}{dx}=-\frac{\sigma_i}{\sigma_i+\sigma_e}\,\frac{1}{4F}\frac{d\mu}{dx}.
\label{grad}
\end{equation}
Multiplication by $\sigma_e$ gives $i_e$. Since $i_O=-i_e$ and $J=-i_O/4F=i_e/4F$,
\begin{equation}
J=-\frac{1}{16F^2}\,\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e}\,\frac{d\mu}{dx}.
\end{equation}
Now integrate from $x=0$ to $L$. The left side gives $JL$, because $J$ is uniform. On the right $d\mu=RT\,d\ln p$, and the minus sign is absorbed by exchanging the limits $p_1$ and $p_2$. This is \eqref{wagner}. $\square$

The voltage follows from \eqref{grad} in the same way. With $V=[\eta_e(L)-\eta_e(0)]/F$,
\begin{equation}
V=\frac{RT}{4F}\int_{p_2}^{p_1}\frac{\sigma_i}{\sigma_i+\sigma_e}\,d\ln p .
\label{volt}
\end{equation}

The combination $\sigma_i\sigma_e/(\sigma_i+\sigma_e)$ is that of two resistors in series, and it is smaller than either conductivity. Replacing it by $\sigma_e$ gives an upper bound on the flux that does not contain $\sigma_i$:
\begin{equation}
J\le\frac{RT}{16F^2L}\int_{p_2}^{p_1}\sigma_e\,d\ln p .
\end{equation}
No increase of ion mobility can lift the flux above this bound while $\sigma_e(p)$, $L$ and the pressures are held fixed. Replacing the combination by $\sigma_i$ gives a second bound, which for constant $\sigma_i$ is the wired flux \eqref{naive}.

\section{A small hole conductivity}

Real electrolytes conduct electrons or holes slightly. In an acceptor-doped oxide, oxygen can fill a vacancy and create two holes. With the vacancy concentration fixed by doping, mass action makes the square of the hole concentration proportional to $p^{1/2}$. For dilute holes of constant mobility, $\sigma_e=\sigma_h p^{1/4}$, where $\sigma_h$ is the value at 1 atm.

Set $u=p^{1/4}$, so that $d\ln p=4\,du/u$. For constant $\sigma_i$, \eqref{wagner} becomes
\begin{align}
J&=\frac{RT}{16F^2L}\int_{u_2}^{u_1}\frac{\sigma_i\sigma_hu}{\sigma_i+\sigma_hu}\,\frac{4\,du}{u}
=\frac{RT\sigma_i}{4F^2L}\int_{u_2}^{u_1}\frac{\sigma_h\,du}{\sigma_i+\sigma_hu}\nonumber\\
&=\frac{RT\sigma_i}{4F^2L}\ln\frac{\sigma_i+\sigma_hu_1}{\sigma_i+\sigma_hu_2}.
\label{hole}
\end{align}
For the voltage, write $\sigma_i/(\sigma_i+\sigma_e)=1-\sigma_e/(\sigma_i+\sigma_e)$ in \eqref{volt}. The first term gives $E_N$. By \eqref{wagner} the integral of the second is $16F^2LJ/(RT\sigma_i)$, so
\begin{equation}
V=E_N-\frac{4FJL}{\sigma_i}.
\label{drop}
\end{equation}
The deficit is the leak current times the ionic resistance.

\subsection{Weak leak}

Let $a=\sigma_hu/\sigma_i\ll1$. Expanding the logarithm to second order,
\begin{equation}
\ln\frac{1+a_1}{1+a_2}\simeq(a_1-a_2)\left[1-\frac{a_1+a_2}{2}\right].
\label{exp}
\end{equation}
To leading order $\sigma_i$ cancels from the flux:
\begin{equation}
J\simeq\frac{RT\sigma_h}{4F^2L}(u_1-u_2).
\end{equation}
Take $\sigma_h=3\times10^{-6}$ S/cm. With $u_1=0.677$ and $u_2=0.178$,
\begin{equation}
J\simeq\frac{0.09246\times3\times10^{-6}\times0.499}{4\times96485\times0.01}
=3.59\times10^{-11}\ \frac{\rm mol}{\rm cm^2\,s}.
\end{equation}
This is $2.8\times10^{-5}$ of the wired flux. The leak current is $1.38\times10^{-5}$ A/cm$^2$, and it lowers the voltage by $1.38\times10^{-5}\times0.25$ V $=3.5\ \mu$V. For a gas-tight slab with known pressures at its faces, a voltage this close to $E_N$ therefore means that the leak is a very small fraction of the wired flux. It does not fix the leak itself: as long as the electrodes stay in equilibrium with the gas, a slab a hundred times thinner has the same voltage deficit and a hundred times the leak. Real electrodes add a deficit of their own, since the leak current passes them as well. A total electrode resistance of $0.3\ \Omega\,$cm$^2$ raises the deficit to $7.6\ \mu$V here and to 0.42 mV for the thinner slab. A shift of $3.5\ \mu$V is also hard to resolve: it equals the change of $E_N$ for 0.03 K in $T$ or a relative $1.5\times10^{-4}$ in $p_2$.

The formulas were tested by dividing the slab into 120 cells and solving the ion and electron balances for the pressure profile, flux and voltage, without the integrated results. The flux was again $3.587\times10^{-11}$ mol/(cm$^2$\,s). Raising $\sigma_i$ tenfold at fixed $\sigma_h$ multiplied it by 1.000029; lowering $\sigma_h$ tenfold at fixed $\sigma_i$ multiplied it by 0.100003. The small excess in the first factor is the bracket in \eqref{exp}: its correction is $3.2\times10^{-5}$, and a tenfold larger $\sigma_i$ removes nine tenths of it.

\subsection{Strong mixed conduction}

Keep $\sigma_i$, $L$ and the gases, but raise $\sigma_h$ to 0.20 S/cm. The logarithm in \eqref{hole} is now
\begin{equation}
\ln\frac{0.04+0.2\times0.677}{0.04+0.2\times0.178}=0.842 ,
\end{equation}
and the flux is $8.07\times10^{-7}$ mol/(cm$^2$\,s), or 63\% of the wired value. The voltage falls to 0.046 V. The cell balances gave the same flux to the printed digits. In the limit $\sigma_h\to\infty$ the logarithm tends to $\ln(u_1/u_2)=\tfrac14\ln(p_1/p_2)$, so $J$ tends to \eqref{naive} and $V$ to zero. The material then acts as its own perfect wire.

\section{Real membranes and the limits of the model}

The electrolyte parameters are rough typical values for yttria-stabilized zirconia at 1073 K; the mixed conductor is a model. The assumption that real zirconia breaks is $\sigma_e=0$, which moves the flux from zero to about $4\times10^{-11}$ mol/(cm$^2$\,s). The holes also let the bulk store oxygen. For a rough hole mobility of $10^{-5}$ cm$^2$/(V\,s), switching the gas fills the slab with about $2\times10^{-9}$ mol of O$_2$ per cm$^2$ with a time constant near ten seconds, some 300 times the double-layer uptake $n_{\rm start}$. Electron conduction, with a rough $10^{-11}$ S/cm at 1 atm and a $p^{-1/4}$ law, changes this leak by a fraction of only $3\times10^{-5}$ at the present pressures. Under that law it grows as $p$ falls, so the hole formula should not be carried over to a fuel gas. Heating to 1173 K at the same pressures multiplies the leak by about 5 if the hole conductivity has an activation energy of 1.7 eV, also a rough value.

Gas-tightness is a demanding condition. One straight pinhole of radius $2\ \mu$m, with equal total pressures on both sides and an estimated gas diffusivity of 1.7 cm$^2$/s inside it, passes $5.1\times10^{-11}$ mol/s. One such hole per cm$^2$ carries about 1.4 times the hole leak. This diffusivity suits oxygen in nitrogen or argon, and end effects of a few per cent are neglected; in helium the hole passes more than twice as much. A measured small flux is thus no proof of electronic conduction until leaks through pores and seals have been excluded. Open circuit is easier to approach: a 10 M$\Omega$ voltmeter on 1 cm$^2$ of membrane drives a flux of about $10^{-3}$ of the hole leak.

The wired flux is idealized in the other direction. A rough total electrode resistance of $0.3\ \Omega\,$cm$^2$, taken as independent of the current, reduces it from $1.28\times10^{-6}$ to $0.58\times10^{-6}$ mol/(cm$^2$\,s). Holding $p_2$ is also hard. At 1 atm total pressure, the ideal wired flux adds 0.001 atm of oxygen to a sweep gas flowing at 1.7 L(STP)/min per cm$^2$. A sweep gas that already enters with 0.001 atm of oxygen must therefore flow much faster to keep $p_2$ near that value. The hole leak adds the same 0.001 atm at a flow of only 0.05 mL(STP)/min per cm$^2$.

Other mobile ions would change the argument. With mobile protons, for instance, zero total current no longer forces $i_O=0$, because protons moving along with the oxide ions can cancel their charge. Without electronic conduction, this joint motion carries water rather than O$_2$, and in local equilibrium it needs a difference in the chemical potential of water across the slab.

For design, the two uses ask for opposite properties. An oxygen sensor or fuel-cell electrolyte is best served by $\sigma_e\ll\sigma_i$ over its whole working range of pressure, which by \eqref{volt} keeps the open-circuit voltage close to $E_N$, provided the leak current is too small to disturb the equilibrium at the electrodes. This condition becomes stricter as the electrolyte is made thinner. A membrane meant to pass oxygen without an external circuit needs continuous paths for both carriers, in one phase or two. The thinner the membrane, the faster its surface exchange must be if the bulk is to set the flux. If its flux is limited by $\sigma_e$, a material with still more mobile ions brings almost nothing. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
temperature: 1073 K; thickness: 100 um
oxygen pressures: 0.21 and 0.001 atm
ionic conductivity: 0.04 S/cm
hole conductivity at 1 atm: 3.0e-06 S/cm
thermal voltage RT/F: 0.09246 V
Nernst voltage: 0.12360 V
ionic area resistance: 0.250 ohm cm2
wired-cell current: 0.4944 A/cm2
wired-cell O2 flux: 1.281e-06 mol/(cm2 s)
  the same: 1.723 mL(STP)/(cm2 min)
wired current from kinetics: 0.4943 A/cm2
flux with 1.0 ohm cm2 load: 2.562e-07 mol/(cm2 s)
hole leak, formula: 3.587e-11 mol/(cm2 s)
hole leak, balances: 3.587e-11 mol/(cm2 s)
  the same: 4.824e-05 mL(STP)/(cm2 min)
leak current: 1.384e-05 A/cm2
leak / wired-cell flux: 2.800e-05
voltage deficit from leak: 3.461 uV
leak ratio, ionic conductivity x10: 1.000029
leak ratio, hole conductivity /10: 0.100003
mixed conductor, sigma_h at 1 atm: 0.20 S/cm
mixed flux, formula: 8.069e-07 mol/(cm2 s)
mixed flux, balances: 8.069e-07 mol/(cm2 s)
mixed open-circuit voltage: 0.04575 V
double-layer capacitance: 20 uF/cm2
start-up charge, slow kinetics: 2.4721 uC/cm2
start-up charge, fast kinetics: 2.4721 uC/cm2
start-up O2 uptake: 6.405e-12 mol/cm2
electron conductivity at 1 atm: 1.0e-11 S/cm
relative leak change by electrons: 2.77e-05
electrode resistance, both: 0.30 ohm cm2
wired flux with it: 5.823e-07 mol/(cm2 s)
leak voltage across it: 4.15 uV
meter: 10 Mohm on 1 cm2 of membrane
meter-driven flux / hole leak: 8.93e-04
pinhole radius: 2 um
gas diffusivity, free gas: 2.0 cm2/s
gas diffusivity, in pinhole: 1.70 cm2/s
O2 through one pinhole: 5.06e-11 mol/s
one pinhole per cm2 / hole leak: 1.41
hole activation energy: 1.7 eV
leak at 1173 K / leak at 1073 K: 5.24
sweep flow at which the flux adds 0.001 atm of O2 at 1 atm:
  wired cell: 1.72 L(STP)/min per cm2
  hole leak: 0.0482 mL(STP)/min per cm2
\end{verbatim}
